# The Landé interval rule and Hund's third rule, derived two ways: verification in Python

```python
"""Lande interval rule for Hund's-rule terms of an open shell l^n.

Result under test: the spin-orbit operator H_SO = zeta * sum_i l_i.s_i acts
in the space of maximum total spin S as A L.S, with A = +zeta/(2S) below half
filling and A = -zeta/(2S) above. Then E(J) - E(J-1) = A*J, and the ground
level has J = |L-S| below and J = L+S above half filling.

Symbols: l orbital quantum number of the shell, n number of electrons,
zeta > 0 spin-orbit parameter, F2 and F4 Slater integrals of the Coulomb
repulsion, L, S, J total quantum numbers. Energies in hartree, hbar = 1.
Operators are matrices over all determinants of the shell.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from sympy.physics.wigner import gaunt


def angular_momentum(j):
    """Matrices of j_z and j_+ in the basis m = j, j-1, ..., -j."""
    m = np.arange(j, -j - 1, -1)
    return np.diag(m), np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)


def many_body(h, dets):
    """Matrix of sum_ab h_ab a+_a a_b over determinants given as bit masks."""
    index = {d: i for i, d in enumerate(dets)}
    targets = [[int(a) for a in np.nonzero(h[:, b])[0]]
               for b in range(len(h))]
    result = np.zeros((len(dets), len(dets)))
    for col, d in enumerate(dets):
        for b in range(len(h)):
            if not d >> b & 1:
                continue
            rest = d ^ (1 << b)
            swaps_b = bin(d & ((1 << b) - 1)).count("1")
            for a in targets[b]:
                if rest >> a & 1:
                    continue
                swaps = swaps_b + bin(rest & ((1 << a) - 1)).count("1")
                result[index[rest | (1 << a)], col] += h[a, b] * (-1) ** swaps
    return result


def square(z, plus):
    """Square of an angular momentum from its z and raising components."""
    return plus.T @ plus + z @ z + z


class Shell:
    def __init__(self, l, n):
        size = 2 * (2 * l + 1)
        self.dets = [sum(1 << k for k in c)
                     for c in combinations(range(size), n)]
        lz, lp = angular_momentum(l)
        sz, sp = angular_momentum(0.5)
        one_l, one_s = np.eye(2 * l + 1), np.eye(2)
        ls_one = np.kron(lz, sz) + 0.5 * (np.kron(lp, sp.T)
                                          + np.kron(lp.T, sp))
        self.so = many_body(ls_one, self.dets)      # H_SO / zeta
        Lz = many_body(np.kron(lz, one_s), self.dets)
        Sz = many_body(np.kron(one_l, sz), self.dets)
        self.Lp = many_body(np.kron(lp, one_s), self.dets)
        self.Sp = many_body(np.kron(one_l, sp), self.dets)
        self.LS = Lz @ Sz + 0.5 * (self.Lp @ self.Sp.T + self.Lp.T @ self.Sp)
        self.L2, self.S2 = square(Lz, self.Lp), square(Sz, self.Sp)
        self.J2 = square(Lz + Sz, self.Lp + self.Sp)
        # Hund filling: spin up from m = l downward, then spin down likewise
        up, down = min(n, 2 * l + 1), max(0, n - 2 * l - 1)
        self.S = (up - down) / 2
        self.L = sum(l - i for i in range(up)) + sum(l - i
                                                     for i in range(down))
        mask = sum(1 << 2 * i for i in range(up))
        mask += sum(1 << (2 * i + 1) for i in range(down))
        self.hund_det = self.dets.index(mask)
        self.sign = 1 if n <= 2 * l + 1 else -1

    def term_space(self, L, S):
        """Orthonormal basis of all states with the given L and S."""
        values, vectors = np.linalg.eigh(self.L2 + 100 * self.S2)
        wanted = L * (L + 1) + 100 * S * (S + 1)
        return vectors[:, abs(values - wanted) < 1e-6]


def quantum_number(square_value):
    return (-1 + np.sqrt(1 + 4 * square_value)) / 2


def lowest_levels(shell, hamiltonian):
    """Energies {J: E} of the levels that grow out of the ground term."""
    count = round((2 * shell.L + 1) * (2 * shell.S + 1))
    energies, vectors = np.linalg.eigh(hamiltonian)
    groups = {}
    for k in range(count):
        v = vectors[:, k]
        twice_j = 2 * quantum_number(v @ shell.J2 @ v)
        assert abs(twice_j - round(twice_j)) < 1e-4
        groups.setdefault(round(twice_j) / 2, []).append(energies[k])
    for j, members in groups.items():
        assert len(members) == round(2 * j + 1)
    return {j: float(np.mean(groups[j])) for j in sorted(groups)}


# Equal shares: in the symmetric spin space each spin carries S/n
sz, sp = angular_momentum(0.5)


def place(op, site):
    parts = [op if k == site else np.eye(2) for k in range(3)]
    return np.kron(np.kron(parts[0], parts[1]), parts[2])


Sz3 = sum(place(sz, k) for k in range(3))
Sp3 = sum(place(sp, k) for k in range(3))
val3, vec3 = np.linalg.eigh(square(Sz3, Sp3))
sym, low = vec3[:, val3 > 3], vec3[:, val3 < 3]
for site in range(3):
    for single, total in ((sz, Sz3), (sp, Sp3)):
        diff = place(single, site) - total / 3
        assert np.allclose(sym.T @ diff @ sym, 0, atol=1e-12)
assert np.abs(low.T @ (place(sz, 0) - Sz3 / 3) @ low).max() > 0.05

# Operator identity in the whole maximum-spin space, and stretched state
cases = [(1, n) for n in range(1, 6)] + [(2, n) for n in range(1, 10)]
cases += [(3, n) for n in (1, 2, 3, 11, 12, 13)]
shells, worst = {}, 0.0
for l, n in cases:
    sh = shells[l, n] = Shell(l, n)
    values, vectors = np.linalg.eigh(sh.S2)
    V = vectors[:, abs(values - sh.S * (sh.S + 1)) < 1e-6]
    error = V.T @ (sh.so - sh.sign * sh.LS / (2 * sh.S)) @ V
    worst = max(worst, np.abs(error).max())
    stretched = sh.so[sh.hund_det, sh.hund_det]
    assert abs(stretched - sh.sign * sh.L / 2) < 1e-12
assert worst < 1e-10

# Particle-hole symmetry: the spin-orbit spectrum changes sign
for n in (1, 2, 3, 4):
    few = np.linalg.eigvalsh(shells[2, n].so)
    many = np.linalg.eigvalsh(shells[2, 10 - n].so)
    assert np.allclose(few, -many[::-1], atol=1e-10)

# Coulomb repulsion in the d shell from its multipole expansion
slater = {2: 0.4, 4: 0.25}
multipoles = []
for k in slater:
    for q in range(-k, k + 1):
        c = np.zeros((5, 5))
        for col, m in enumerate(range(2, -3, -1)):
            if abs(m + q) <= 2:
                integral = float(gaunt(2, k, 2, -(m + q), q, m))
                c[2 - (m + q), col] = ((-1) ** (m + q) * integral
                                       * np.sqrt(4 * np.pi / (2 * k + 1)))
        multipoles.append((k, np.kron(c, np.eye(2))))


def coulomb(shell):
    total = np.zeros_like(shell.so)
    for k, c in multipoles:
        T = many_body(c, shell.dets)
        self_part = many_body(c @ c.T, shell.dets)
        total += 0.5 * slater[k] * (T @ T.T - self_part)
    return total


repulsion = {n: coulomb(shells[2, n]) for n in range(1, 10)}
for n, C in repulsion.items():
    for op in (shells[2, n].Lp, shells[2, n].Sp):
        assert np.allclose(C @ op, op @ C, atol=1e-10)
for n in (1, 2, 3, 4):
    a = np.linalg.eigvalsh(repulsion[n])
    b = np.linalg.eigvalsh(repulsion[10 - n])
    assert np.allclose(a - a[0], b - b[0], atol=1e-10)

zeta = 0.002
to_cm = physical_constants["hartree-inverse meter relationship"][0] / 100
print(f"Model: F2 = {slater[2]} Eh, F4 = {slater[4]} Eh, zeta = {zeta} Eh")
print(f"zeta = {zeta * to_cm:.1f} cm^-1")
print(f"Largest error of operator identity, {len(cases)} shells: "
      f"{worst:.0e} (units of zeta)")

# Ground terms, interval constants and ground J along the d series
tiny = 1e-6
print(f"d^n: A/zeta by formula and from diagonalization, zeta = {tiny} Eh")
for n in range(1, 10):
    sh = shells[2, n]
    ground = np.linalg.eigh(repulsion[n])[1][:, 0]
    assert abs(quantum_number(ground @ sh.L2 @ ground) - sh.L) < 1e-6
    assert abs(quantum_number(ground @ sh.S2 @ ground) - sh.S) < 1e-6
    levels = lowest_levels(sh, repulsion[n] + tiny * sh.so)
    found = [(levels[j] - levels[j - 1]) / (j * tiny)
             for j in levels if j - 1 in levels]
    ground_j = min(levels, key=levels.get)
    assert ground_j == (abs(sh.L - sh.S) if n <= 5 else sh.L + sh.S)
    if n == 5:
        assert len(levels) == 1
        text = "no splitting"
    else:
        formula = sh.sign / (2 * sh.S)
        assert len(found) == round(2 * min(sh.L, sh.S))
        assert np.allclose(found, formula, atol=2e-3)
        text = f"formula {formula:+.4f}, diag. {np.mean(found):+.4f}"
    print(f"  d^{n}: S = {sh.S}, L = {sh.L}, {text}, ground J = {ground_j}")

# A term without maximum spin: doublet H of d^3
d3 = shells[2, 3]
V = d3.term_space(5, 0.5)
assert V.shape[1] == 22
so_term, ls_term = V.T @ d3.so @ V, V.T @ d3.LS @ V
ratio_H = np.sum(so_term * ls_term) / np.sum(ls_term ** 2)
assert np.allclose(so_term, ratio_H * ls_term, atol=1e-10)
assert abs(ratio_H - 0.5 / (5 * 0.5)) < 1e-10
print(f"Doublet H of d^3: A/zeta = {ratio_H:.4f}; 1/(2S) = {1 / (2 * 0.5):.4f}")

# Heights of the other d^2 terms above triplet F
base = np.linalg.eigvalsh(repulsion[2])[0]
print("d^2 terms above triplet F, without spin-orbit coupling:")
for name, L, S in (("singlet D", 2, 0), ("triplet P", 1, 1),
                   ("singlet G", 4, 0)):
    V = shells[2, 2].term_space(L, S)
    heights = np.linalg.eigvalsh(V.T @ repulsion[2] @ V) - base
    assert len(heights) == (2 * L + 1) * (2 * S + 1)
    assert np.ptp(heights) < 1e-10 and heights[0] > 0
    print(f"  {name}: {heights[0]:.5f} Eh")


def triplet_F(n, strength):
    """First-order and full energies relative to the unsplit triplet F."""
    sh = shells[2, n]
    A = sh.sign * strength / (2 * sh.S)
    origin = np.linalg.eigvalsh(repulsion[n])[0]
    full = lowest_levels(sh, repulsion[n] + strength * sh.so)
    first = {j: A / 2 * (j * (j + 1) - sh.L * (sh.L + 1) - sh.S * (sh.S + 1))
             for j in full}
    return A, first, {j: e - origin for j, e in full.items()}


for n in (2, 8):
    A, first, full = triplet_F(n, zeta)
    print(f"d^{n} triplet F: A = {A:+.6f} Eh = {A * to_cm:+.1f} cm^-1")
    for j in full:
        print(f"  J = {j:.0f}: first order {1000 * first[j]:+.4f} mEh, "
              f"full {1000 * full[j]:+.4f} mEh")
    for upper in (3, 4):
        print(f"  E({upper})-E({upper - 1}): first order "
              f"{1000 * (first[upper] - first[upper - 1]):+.4f} mEh, "
              f"full {1000 * (full[upper] - full[upper - 1]):+.4f} mEh")
    assert abs(full[3] - first[3]) < 1e-10
    assert full[2] < first[2] and full[4] < first[4]
    # the leading correction is of second order in zeta
    shifts = []
    for strength in (2e-4, 4e-4):
        _, f1, f2 = triplet_F(n, strength)
        shifts.append([f2[j] - f1[j] for j in (2, 4)])
    growth = np.array(shifts[1]) / np.array(shifts[0])
    assert np.allclose(growth, 4, atol=0.15)
    print(f"  growth of shifts when zeta doubles (0.0002 to 0.0004 Eh): "
          f"J=2 {growth[0]:.3f}, J=4 {growth[1]:.3f}")

print(f"Ratio [E(4)-E(3)]/[E(3)-E(2)], interval rule: {4 / 3:.4f}")
previous = {2: 4 / 3, 8: 4 / 3}
for strength in (0.0005, 0.002, 0.004, 0.008):
    ratios = {}
    for n in (2, 8):
        _, _, e = triplet_F(n, strength)
        ratios[n] = (e[4] - e[3]) / (e[3] - e[2])
    assert ratios[2] < previous[2] and ratios[8] > previous[8]
    previous = ratios
    print(f"  zeta = {strength:.4f} Eh: d^2 {ratios[2]:.4f}, "
          f"d^8 {ratios[8]:.4f}")

print("ALL CHECKS PASSED")
```

It prints:

```
Model: F2 = 0.4 Eh, F4 = 0.25 Eh, zeta = 0.002 Eh
zeta = 438.9 cm^-1
Largest error of operator identity, 20 shells: 2e-15 (units of zeta)
d^n: A/zeta by formula and from diagonalization, zeta = 1e-06 Eh
  d^1: S = 0.5, L = 2, formula +1.0000, diag. +1.0000, ground J = 1.5
  d^2: S = 1.0, L = 3, formula +0.5000, diag. +0.5000, ground J = 2.0
  d^3: S = 1.5, L = 3, formula +0.3333, diag. +0.3333, ground J = 1.5
  d^4: S = 2.0, L = 2, formula +0.2500, diag. +0.2500, ground J = 0.0
  d^5: S = 2.5, L = 0, no splitting, ground J = 2.5
  d^6: S = 2.0, L = 2, formula -0.2500, diag. -0.2500, ground J = 4.0
  d^7: S = 1.5, L = 3, formula -0.3333, diag. -0.3333, ground J = 4.5
  d^8: S = 1.0, L = 3, formula -0.5000, diag. -0.5000, ground J = 4.0
  d^9: S = 0.5, L = 2, formula -1.0000, diag. -1.0000, ground J = 2.5
Doublet H of d^3: A/zeta = 0.2000; 1/(2S) = 1.0000
d^2 terms above triplet F, without spin-orbit coupling:
  singlet D: 0.06633 Eh
  triplet P: 0.07993 Eh
  singlet G: 0.10363 Eh
d^2 triplet F: A = +0.001000 Eh = +219.5 cm^-1
  J = 2: first order -4.0000 mEh, full -4.1364 mEh
  J = 3: first order -1.0000 mEh, full -1.0000 mEh
  J = 4: first order +3.0000 mEh, full +2.9603 mEh
  E(3)-E(2): first order +3.0000 mEh, full +3.1364 mEh
  E(4)-E(3): first order +4.0000 mEh, full +3.9603 mEh
  growth of shifts when zeta doubles (0.0002 to 0.0004 Eh): J=2 3.976, J=4 4.012
d^8 triplet F: A = -0.001000 Eh = -219.5 cm^-1
  J = 2: first order +4.0000 mEh, full +3.8461 mEh
  J = 3: first order +1.0000 mEh, full +1.0000 mEh
  J = 4: first order -3.0000 mEh, full -3.0375 mEh
  E(3)-E(2): first order -3.0000 mEh, full -2.8461 mEh
  E(4)-E(3): first order -4.0000 mEh, full -4.0375 mEh
  growth of shifts when zeta doubles (0.0002 to 0.0004 Eh): J=2 4.024, J=4 3.988
Ratio [E(4)-E(3)]/[E(3)-E(2)], interval rule: 1.3333
  zeta = 0.0005 Eh: d^2 1.3145, d^8 1.3531
  zeta = 0.0020 Eh: d^2 1.2627, d^8 1.4186
  zeta = 0.0040 Eh: d^2 1.2027, d^8 1.5244
  zeta = 0.0080 Eh: d^2 1.1049, d^8 1.8391
ALL CHECKS PASSED
```
